# Clock transitions of a spin-half donor with nuclear spin 9/2

Before a resonator is built for a donor spin, three settings must be chosen together: the static field, the microwave frequency and the direction of the microwave field. If the aim is a transition whose frequency does not respond to small field changes at first order, all three follow from the hyperfine constant, two gyromagnetic ratios and the labels of two states. For a donor with electron spin 1/2 and nuclear spin 9/2 there are twelve such transitions below a limiting field, called clock transitions here. They fall into two families that need different drive directions.

## Model and conventions

The donor has electron spin $S=1/2$ and nuclear spin $I=9/2$ in a static field $B>0$ along $z$. Energies are divided by Planck's constant and are therefore ordinary frequencies:

$$H=\gamma_eBS_z-\gamma_nBI_z+A\,\mathbf S\cdot\mathbf I .$$

All three constants are positive, and $\gamma_e,\gamma_n$ are frequencies per unit field. The signs mean that the electron moment opposes its spin while the nuclear moment follows its spin. The $g$ factor and $A$ are isotropic. Strain, nuclear quadrupole coupling and other donors are left out. Define

$$\gamma_+=\gamma_e+\gamma_n,\qquad x=\frac{\gamma_+B}{A},\qquad \eta=\frac{\gamma_n}{\gamma_+}.$$

The results hold for $0<x<5$ and $\eta<1/40$; the proof shows where each condition enters.

## Energy levels

The hyperfine term can be written

$$\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+).$$

It exchanges spin between electron and nucleus but conserves $m=m_S+m_I$. For $|m|\le4$ two states share each $m$: $|\!\uparrow,m-\tfrac12\rangle$ and $|\!\downarrow,m+\tfrac12\rangle$. Their diagonal energies are

$$h_\uparrow=\tfrac12\gamma_eB-\gamma_nB(m-\tfrac12)+\tfrac A2(m-\tfrac12),$$
$$h_\downarrow=-\tfrac12\gamma_eB-\gamma_nB(m+\tfrac12)-\tfrac A2(m+\tfrac12).$$

Half their sum is $-A/4-\gamma_nBm$. Half their difference is $\tfrac12\gamma_+B+\tfrac12Am=\tfrac A2(x+m)$. The coupling between them is

$$\frac A2\sqrt{I(I+1)-(m-\tfrac12)(m+\tfrac12)}=\frac A2\sqrt{25-m^2},$$

because $99/4+1/4=25$. A symmetric $2\times2$ matrix has eigenvalues equal to its mean diagonal plus or minus the root of the squared half difference plus the squared coupling. Since $(x+m)^2+25-m^2=x^2+2mx+25$,

$$E_\pm(m)=-\frac A4-\gamma_nBm\pm\frac A2R_m,\qquad R_m=\sqrt{x^2+2mx+25}.$$

Call the upper branch $U$ and the lower branch $L$. At zero field they are the multiplets with total spin 5 and 4.

The states $m=\pm5$ have no partner. Their energies are $9A/4\pm(\tfrac12\gamma_e-\tfrac92\gamma_n)B$. These equal $E_+(\pm5)$ with $R_{\pm5}=5\pm x$, which is positive for $x<5$. Both therefore belong to $U$ in the stated window.

It helps to use a mixing angle between $0$ and $\pi$:

$$\cos\theta_m=\frac{x+m}{R_m},\qquad \sin\theta_m=\frac{\sqrt{25-m^2}}{R_m}.$$

Since $dR_m/dx=(x+m)/R_m$ and $dx/dB=\gamma_+/A$,

$$\frac{dE_\pm(m)}{dB}=-\gamma_nm\pm\frac{\gamma_+}{2}\cos\theta_m .$$

The mean electron spin is $\langle S_z\rangle=\pm\tfrac12\cos\theta_m$. A clock point is thus a field at which two states have equal magnetic moments along the field.

## Which transitions qualify

A magnetic dipole drive changes $m$ by $0$ or $\pm1$. For $U,m\leftrightarrow L,m'$, subtracting the two slopes gives

$$\cos\theta_m+\cos\theta_{m'}=2\eta\,\sigma,\qquad \sigma=m-m'. \tag{1}$$

**Equal $m$.** Here $\sigma=0$, so $\cos\theta_m=0$ and

$$x=-m,\qquad f=AR_m=A\sqrt{25-m^2},\qquad m=-1,-2,-3,-4.$$

These fields and frequencies contain no approximation in $\eta$. The case $m=0$ would sit at zero field, outside the window, and positive $m$ would need negative $x$.

**Adjacent $m$.** Let $m$ be the larger label of the pair and $m-1$ the smaller. Either may be in $U$, giving $\sigma=+1$ or $-1$. Define $G=\cos\theta_m+\cos\theta_{m-1}$. For $|m|\le4$,

$$\frac{d\cos\theta_m}{dx}=\frac{R_m^2-(x+m)^2}{R_m^3}=\frac{25-m^2}{R_m^3}>0,$$

so $G$ rises steadily when both labels lie in this range. At $x=0$ it is $(2m-1)/5$. For $m\ge1$ it starts at $0.2$ or more and never falls to $2\eta<0.05$. For $m=0,-1,-2,-3$ it starts at $-0.2$ or less. At $x=5$, $\cos\theta_m=\sqrt{(5+m)/10}$, so $G$ is then at least $\sqrt{0.2}+\sqrt{0.1}=0.76$. Each of these four pairs therefore crosses $+2\eta$ once and $-2\eta$ once, which makes eight transitions.

The unpaired states add none. For $U,5\leftrightarrow L,4$, condition (1) reads $1+\cos\theta_4=2\eta$, but $\cos\theta_4>0$. For $U,-5\leftrightarrow L,-4$ it reads $\cos\theta_{-4}=1-2\eta>0.95$, but in the window $\cos\theta_{-4}<1/\sqrt{10}$.

**Within one multiplet.** The slope difference vanishes if $D=\cos\theta_m-\cos\theta_{m-1}$ equals $2\eta$ in $U$ or $-2\eta$ in $L$. Treat the label as a continuous variable $\mu$. Because $\partial R_\mu/\partial\mu=x/R_\mu$,

$$\frac{\partial\cos\theta_\mu}{\partial\mu}=\frac1{R_\mu}-\frac{(x+\mu)x}{R_\mu^3}=\frac{25+\mu x}{R_\mu^3}.$$

Also $25+\mu x=\tfrac12(R_\mu^2+25-x^2)\ge\tfrac12R_\mu^2$ for $x<5$. The derivative is then at least $1/(2R_\mu)$, which exceeds $1/20$ because $R_\mu<10$. Integrating over one unit of $\mu$ gives $D>1/20>2\eta$. No clock point of this kind exists in the window, and the count is twelve.

## Fields and frequencies for adjacent labels

First set $\eta=0$, and write

$$a=\sqrt{25-m^2},\quad b=\sqrt{25-(m-1)^2},\quad \theta=\theta_m.$$

Equation (1) makes the two cosines opposite, so $\theta_{m-1}=\pi-\theta$. From the definitions of sine and cosine,

$$x+m=a\cot\theta,\qquad x+m-1=-b\cot\theta .$$

Subtraction gives $1=(a+b)\cot\theta$. Putting this into the first equation yields

$$x_0=-m+\frac{a}{a+b}. \tag{2}$$

The sine follows from $\sin\theta=(1+\cot^2\theta)^{-1/2}$:

$$s\equiv\sin\theta=\frac{a+b}{\sqrt{1+(a+b)^2}}.$$

Both levels have this sine, hence $R_m=a/s$ and $R_{m-1}=b/s$, and

$$f_0=\frac A2(R_m+R_{m-1})=\frac A2\sqrt{1+(a+b)^2}. \tag{3}$$

Now restore the nuclear term. At $x_0$ the derivative found above is $a^2/R_m^3=s^3/a$ for one level and $s^3/b$ for the other. Thus $G'=s^3(1/a+1/b)$. Linearizing $G=2\eta\sigma$ gives

$$\delta x=\frac{2\eta\sigma ab}{(a+b)s^3},\qquad B\simeq\frac{A}{\gamma_+}(x_0+\delta x). \tag{4}$$

The frequency is $f=-\sigma\gamma_nB+\tfrac A2(R_m+R_{m-1})$. Its second part is stationary at $x_0$, so the displacement changes it only at second order. To first order in $\eta$,

$$f\simeq f_0-\sigma\gamma_nB .$$

## Drive strength and curvature

The eigenstates of a block are

$$|U,m\rangle=\cos\tfrac{\theta_m}2|\!\uparrow,m-\tfrac12\rangle+\sin\tfrac{\theta_m}2|\!\downarrow,m+\tfrac12\rangle,$$
$$|L,m\rangle=-\sin\tfrac{\theta_m}2|\!\uparrow,m-\tfrac12\rangle+\cos\tfrac{\theta_m}2|\!\downarrow,m+\tfrac12\rangle.$$

For $U,m\leftrightarrow L,m-1$, the operator $S_+$ connects the $\downarrow$ part of the lower state to the $\uparrow$ part of the upper one. Its element is $\cos(\theta_m/2)\cos(\theta_{m-1}/2)$. With $\theta_{m-1}=\pi-\theta$ this becomes $\tfrac12s$. Since $S_x=(S_++S_-)/2$, the transverse element is $s/4$. Exchanging the multiplets gives $-\sin(\theta_m/2)\sin(\theta_{m-1}/2)$, which has the same magnitude. A free electron has $1/2$, so at equal transverse drive amplitude the Rabi frequency is about half the free-electron value.

For equal $m$ the element of $S_z$ is $-\tfrac12\sin\theta_m$, with magnitude $1/2$ at the clock point. This family needs an oscillating field parallel to $B$. A purely transverse drive does not excite it.

For the remaining quadratic response, use $df/dB=\tfrac12\gamma_+(G-2\eta\sigma)$ and differentiate once more:

$$f''=\frac{\gamma_+^2}{2A}s^3\left(\frac1a+\frac1b\right)\quad(|\sigma|=1). \tag{5}$$

For equal $m$, $G=2\cos\theta_m$ and $G'=2/\sqrt{25-m^2}$, so $f''=\gamma_+^2/(A\sqrt{25-m^2})$. Equation (5) is evaluated at $x_0$ and has corrections in $\eta$; the equal-$m$ form has none.

## Worked case

Take $A=1.5$ GHz, $g=2.00$ and $\gamma_n=7$ MHz/T. Then $\gamma_e=27.9925$ GHz/T, $\eta=2.5\times10^{-4}$ and $A/\gamma_+=53.572$ mT. The window ends at 267.9 mT. Many digits are kept below because they resolve small splittings within the model; they do not predict a device to that precision.

Choose $U,-3\leftrightarrow L,-4$. The larger label is $m=-3$, so $a=\sqrt{16}=4$, $b=\sqrt9=3$ and $\sigma=+1$. Equations (2) and (3) give

$$x_0=3+\frac47=3.57143,\qquad f_0=\frac{1.5}{2}\sqrt{50}=5.30330\ \text{GHz}.$$

With $s=7/\sqrt{50}=0.98995$, equation (4) gives

$$\delta x=\frac{2(2.5\times10^{-4})(12)}{7(0.98995)^3}=8.835\times10^{-4}.$$

The corresponding field shift is 0.047 mT. The clock field is $53.572(3.57143+0.00088)\simeq191.38$ mT. The frequency is $5.30330-0.007(0.19138)=5.30196$ GHz. Diagonalization gives 191.377 mT and 5.30196 GHz.

The companion $U,-4\leftrightarrow L,-3$ has $\sigma=-1$ and lies at 191.283 mT and 5.30464 GHz. The eight adjacent-label points are:

| Larger $m$ | $U,m\leftrightarrow L,m-1$ (mT) | $U,m-1\leftrightarrow L,m$ (mT) |
|---:|---:|---:|
| 0 | 27.127 | 26.992 |
| −1 | 81.317 | 81.188 |
| −2 | 135.808 | 135.691 |
| −3 | 191.377 | 191.283 |

The equal-$m$ points are equally spaced at 53.572, 107.145, 160.717 and 214.290 mT. As a test of the count, the $20\times20$ Hamiltonian was diagonalized at 240 fields from $x=0.013$ to $4.983$. Among all 45 allowed transitions it gave these twelve slope zeros and no others.

Equation (5) gives $f''\simeq148$ GHz/T² for the chosen transition. If the magnet is off by 0.1 mT, the frequency moves by $\tfrac12(148)(10^{-4})^2$ GHz, or 0.74 kHz. Over the twelve points the curvature ranges from 104 GHz/T² at the lowest field to 174 GHz/T² at the highest. For the same field error the low-field points are therefore the flatter ones.

## Noise that the clock point does not remove

**Changes of $A$.** With the gyromagnetic ratios fixed, $f=AF(B/A)$ for some function $F$. Hence $\partial f/\partial A=F-(B/A)F'$. At a clock point $\partial f/\partial B=F'=0$, leaving

$$\frac{\partial f}{\partial A}=\frac fA .$$

In the example this is 3.53. A relative spread of $10^{-5}$ in $A$, chosen for sizing, broadens the line by 53 kHz. For the same relative spread the effect is proportional to $f$, so the 4.5 GHz point $U,-4\leftrightarrow L,-4$ is the least affected of the twelve, although its curvature is the largest.

**Host nuclear spins.** Treat them first as a classical static field; the limit of this picture is given at the end of the section. Their contact field $b_z$ along $z$ acts on the donor electron but not on the donor nucleus. The linear response is $\gamma_e$ times the difference in $\langle S_z\rangle$. That difference is $G/2=\eta\sigma$, so

$$\delta f\simeq\gamma_e\eta\sigma b_z+\tfrac12f''b_z^2 .$$

For a host field of 0.17 mT, a rough rms value, the linear part in the example is about 1.2 kHz and the quadratic part about 2.1 kHz. A free electron would shift by about 4.8 MHz. If the host field has a Gaussian distribution with this rms value, 2.1 kHz is the mean quadratic shift; the spread of that shift is $\sqrt2$ times larger, about 3.0 kHz. For equal $m$ this classical linear part vanishes.

This exposes a choice for adjacent labels. At $x_0$ itself $G=0$, so the linear response to a classical host field vanishes while the response to the applied field is $-\sigma\gamma_n$. At $x_0+\delta x$ the reverse holds: the applied-field response vanishes and the host response is $\gamma_e\eta\sigma$. The two settings differ by 0.047 mT in the example. When the linear terms dominate, the better setting depends on whether magnet noise or host-spin noise is larger. For the 0.17 mT host field above, the quadratic term remains at both settings and exceeds the linear one, so moving to $x_0$ gains little.

A classical transverse host field $b_\perp$ is equivalent to a uniform transverse field plus a nuclear term $\gamma_nb_\perp I_x$. The uniform part changes only the length and direction of $B$, and the length has no first-order effect at the clock point. The nuclear term, projected on the tilted axis, leaves a shift of order $\gamma_nb_\perp^2/B$. In the example this is about 1 Hz for $b_\perp=0.17$ mT.

Real host nuclei are spins, not a classical field, and this small number does not carry over to them. A host spin $\mathbf K$ with contact coupling $a_h\,\mathbf S\cdot\mathbf K$ has the transverse part $\tfrac12a_h(S_+K_-+S_-K_+)$. In second order it brings in $K_+K_-$ and $K_-K_+$, which differ by $2K_z$. Each level thus gains a shift proportional to $a_h^2K_z$ divided by its splittings from the levels with $m\pm1$, and the rotation argument does not cancel it. The term remains at $x_0$ and for equal $m$. It grows at low field, where the splittings within a multiplet are small. Take one spin-1/2 host nucleus with the gyromagnetic ratio of $^{29}$Si and $a_h=2$ MHz. The classical linear term separates the transition frequencies for its two orientations by 0.5 kHz at the adjacent-label points and by zero for equal $m$. The new term contributes 1.3 kHz in magnitude in the example, 1.0 kHz at $U,-4\leftrightarrow L,-4$ and 13 kHz at $U,0\leftrightarrow L,-1$. If 30 equal couplings make up the 0.17 mT rms field, its rms value is about 2.7, 2.1 and 27 kHz at these three points. The classical estimates above are therefore incomplete for host spins, most of all at the low-field points.

## Use for bismuth donors in silicon

The parameters are rough values for the bismuth donor in silicon, which has nuclear spin 9/2, a hyperfine constant near 1.5 GHz and a $g$ factor near 2. With the gyromagnetic ratios held fixed, every clock field and frequency scales with $A$. A 1% error in $A$ therefore misplaces the example by 1.9 mT and leaves a slope of about $148(0.0019)=0.28$ GHz/T, which is 1% of the free-electron slope. The measured $A$ of the sample should be used to set the magnet. Real devices break the assumption of one fixed $A$, since strain and electric fields alter it. At the assumed $10^{-5}$ spread this outweighs the host-spin terms of the example, which are a few kilohertz. Strain can also add quadrupole coupling and anisotropy, which are not sized here.

Some other omissions can be sized for the chosen conditions. At $10^{15}$ donors per cm³ the dipolar scale $\mu_0(g\mu_B)^2n/(4\pi h)$ is 52 Hz. Exchange between donors a distance $r$ apart falls roughly as $e^{-2r/a_d}$, where $a_d$ is the donor radius. A sphere holding one donor on average has a radius of 62 nm. For a rough $a_d=2$ nm and this distance the factor is about $e^{-62}$, which puts the exchange far below 1 Hz there. Donors placed at random often lie closer. A fraction $1-e^{-4\pi nr^3/3}$ has a neighbour within $r$; for $r=30$ nm this is about 11%. At that distance the dipolar scale $\mu_0(g\mu_B)^2/(4\pi hr^3)$ is already 1.9 kHz. The exchange there is uncertain, because raising $a_d$ from 2 to 2.5 nm multiplies the exponential by about 400. Such pairs need separate treatment. The field also compresses the donor orbital. The fourth power of donor radius over magnetic length is $1.4\times10^{-6}$. Call this number $\epsilon$ and take the relative change of $A$ as $2\epsilon$, an order-of-magnitude assumption. The change grows as $B^2$, so it adds a slope of magnitude $(f/A)\,|dA/dB|=4\epsilon f/B$ to the frequency. Dividing this slope by $f''$ gives a clock-field shift of about 0.001 mT.

At 5 K the thermal energy is 0.43 meV, so thermal excitation across a rough 40 meV orbital gap is negligible. The two clock states themselves are almost equally populated: their population difference is 2.5% of their sum. The transition may be sharp and still give a weak signal unless the spins are polarized first.

## Beyond the window

At higher field, transitions within one multiplet can also become clock transitions. For $\eta=0$ their condition is $\cos\theta_m=\cos\theta_{m-1}$. Squaring this, or the earlier condition with opposite cosines, gives the same equation, $(x+m)^2b^2=(x+m-1)^2a^2$. Here $b^2-a^2=2m-1$, and expansion gives

$$(2m-1)(x^2+25)+[50+2m(m-1)]x=0 .$$

The product of its roots is 25. Each adjacent-label clock point at $x_0$ thus has a partner at $25/x_0$. For the partner the angles are equal, so $(a-b)\cot\theta=1$ and $|f|=\tfrac A2\sqrt{1+(a-b)^2}$. For $m=-3$ this gives $x=7$, about 375 mT, and 1.06 GHz.

The nuclear term may no longer be treated as a small correction for every partner. For $m=-3$ it moves $x=7$ modestly, to 6.983 in $U$ and 7.017 in $L$. For $m=0$ the partner would be at $x=49.5$. Expanding the cosines at large $x$ gives

$$D\simeq-\frac1{2x^2}+\frac{24}{x^3}.$$

Setting the derivative of this two-term form to zero puts the minimum near $x=72$, where $D$ is about $-3\times10^{-5}$. The lower multiplet needs $D=-2\eta=-5\times10^{-4}$, which is out of reach. A scan over $5<x<300$ finds no clock point for this pair in $L$, against one when $\gamma_n=0$. In $U$ the partner survives but moves to $x=27.9$, or 1.495 T. The nuclear term also creates clock points that have no partner in the window. At large $x$, $D\simeq(2m-1)/(2x^2)$ tends to zero, so in $U$ every pair with $m\ge1$ crosses $2\eta$, and in $L$ the pairs $m=-1,-2,-3$ cross $-2\eta$ a second time. With $U,-5\leftrightarrow L,-4$ this makes nine further points between $x\approx45$ and $99$. High-field searches should therefore solve the slope condition with $\gamma_n$ included.

## Table of computed values

```
inputs: A = 1.500 GHz, g = 2.00, gn = 7.0 MHz/T
electron ratio ge = 27.9925 GHz/T; eta = 2.5000e-04
field at x=1: 53.572 mT; at x=5: 267.86 mT
allowed transitions searched: 45; clocks: 12
smallest D inside a multiplet on the grid: 0.0515
gn=0 closed forms for pair m,m-1:
 m= 0 a=5.0000 b=4.8990 x=0.50510 B=27.066 mT f=7.46202 GHz 25/x=49.495
 m=-1 a=4.8990 b=4.5826 x=1.51669 B=81.273 mT f=7.15061 GHz 25/x=16.483
 m=-2 a=4.5826 b=4.0000 x=2.53394 B=135.783 mT f=6.48048 GHz 25/x=9.866
 m=-3 a=4.0000 b=3.0000 x=3.57143 B=191.378 mT f=5.30330 GHz 25/x=7.000
with gn: states, B (mT), f (GHz), drive element, f'' (GHz/T^2)
 U,-1 <-> L, 0    26.992   7.46221  0.2489   104.01
 U, 0 <-> L,-1    27.127   7.46183  0.2489   104.01
 U,-1 <-> L,-1    53.572   7.34847  0.5001   106.68
 U,-2 <-> L,-1    81.188   7.15118  0.2488   108.55
 U,-1 <-> L,-2    81.317   7.15004  0.2487   108.55
 U,-2 <-> L,-2   107.145   6.87386  0.5001   114.05
 U,-3 <-> L,-2   135.691   6.48143  0.2485   119.91
 U,-2 <-> L,-3   135.808   6.47953  0.2484   119.91
 U,-3 <-> L,-3   160.717   6.00000  0.5001   130.66
 U,-4 <-> L,-3   191.283   5.30464  0.2477   147.88
 U,-3 <-> L,-4   191.377   5.30196  0.2476   147.89
 U,-4 <-> L,-4   214.290   4.50000  0.5001   174.22
lower pair 0,-1, clocks in 5<x<300: gn=0 1, with gn 0
upper pair 0,-1 with gn: x = 27.906, B = 1.4950 T
pair -3,-4 near x=7 with gn: U x = 6.9832, L x = 7.0171
example U,-3 <-> L,-4: B = 191.377 mT, f = 5.30196 GHz
example sin(theta) = 0.98995; x shift by formula = 8.835e-04
same shift in field = 47.33 uT
df/dA at example = 3.5346
host-nuclear rms field (rough) = 0.17 mT
free-electron shift in it = 4758.7 kHz
clock shift: linear 1.190 kHz, quadratic 2.136 kHz
relative spread of A 1e-05 gives 53.02 kHz
donors 1e+15 cm^-3: dipolar scale 51.9 Hz
donor radius (rough) 2.0 nm, permittivity 11.7, spacing 62.0 nm
exchange scale at that spacing = 9.1e-11 Hz
magnetic length = 58.6 nm; (radius/length)^4 = 1.4e-06
clock-field shift scale from it = 1.01 uT
T = 5.0 K: kT = 0.431 meV, two-level polarization = 0.0254
orbital gap (rough) 40 meV: Boltzmann factor 4.8e-41
```
